# Acoustic-phonon scattering in one Fang–Howard subband

If the bulk acoustic-phonon rate is used for electrons held against an interface, it gives the wrong dependence on both energy and gate field. The bulk density of states grows as $\sqrt E$, so the bulk lifetime, with the phonon energy neglected, diverges for slow electrons, and nothing in it knows how tightly the electrons are confined. In a single subband the density of states is constant, and squeezing the electrons increases their coupling to phonons. Both facts enter the rate derived here:

$$\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho v^2}\,\frac{3b}{16}. \qquad (1)$$

Here $m$ is the isotropic in-plane mass, $D$ the deformation potential, $\rho$ the mass density, $v$ the longitudinal sound speed and $b$ the decay constant of the confined state. The electron energy $E$, measured from the subband bottom, does not appear.

The interface is at $z=0$, with an impenetrable barrier at $z<0$. The electron state is a plane wave of wavevector $\mathbf k$ in the plane, normalized in area $A$, times the Fang–Howard function

$$\zeta(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad z>0 .$$

Since $\int_0^\infty z^n e^{-bz}dz=n!/b^{n+1}$, the norm is $(b^3/2)(2/b^3)=1$ and the mean depth is $(b^3/2)(6/b^4)=3/b$. All other subbands are left out. The phonons are those of an unbounded isotropic medium of volume $V=AL_z$, with wavevector $\mathbf Q=(\mathbf q,q_z)$ and frequency $\omega=vQ$. A local dilation $\nabla\cdot\mathbf u$ shifts the band edge by $D\,\nabla\cdot\mathbf u$, and this shift is taken as unscreened.

The size of the shift follows from the displacement of one phonon. Write $\mathbf u(\mathbf r)=\sum_{\mathbf Q}\hat{\mathbf e}_{\mathbf Q}u_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}$ with $u_{\mathbf Q}=\alpha_Q(a_{\mathbf Q}+a^\dagger_{-\mathbf Q})$, where the phases of the polarization vectors are chosen to keep $\mathbf u$ real. With $N$ phonons per mode on average, $\langle|u_{\mathbf Q}|^2\rangle=\alpha_Q^2(2N+1)$. A harmonic oscillator holds half its energy $\hbar\omega(N+\tfrac12)$ as potential energy, so

$$\tfrac12\rho V\omega^2\alpha_Q^2(2N+1)=\tfrac14\hbar\omega(2N+1)
\quad\Rightarrow\quad \alpha_Q^2=\frac{\hbar}{2\rho V\omega}.$$

For a longitudinal wave the divergence multiplies the displacement by a factor of magnitude $Q$. Absorbing a phonon contributes a factor $\sqrt N$ and emitting one contributes $\sqrt{N+1}$. With $\omega=vQ$, the squared matrix elements are therefore

$$|M_{\rm abs}|^2=\frac{D^2\hbar Q}{2\rho Vv}N|I(q_z)|^2,\qquad
|M_{\rm em}|^2=\frac{D^2\hbar Q}{2\rho Vv}(N+1)|I(q_z)|^2. \qquad (2)$$

The in-plane integral enforces $\mathbf k'=\mathbf k\pm\mathbf q$. The integral over depth does not fix $q_z$, because the confined state has no definite momentum along $z$. It gives instead

$$I(q_z)=\int_0^\infty\zeta^2e^{iq_zz}dz=\frac{b^3}{2}\,\frac{2}{(b-iq_z)^3}
=\left(\frac{b}{b-iq_z}\right)^3,$$

$$|I(q_z)|^2=\frac{b^6}{(b^2+q_z^2)^3}. \qquad (3)$$

The electron thus couples to phonons with $|q_z|$ up to about $b$, and hardly to those whose wavelength along $z$ is much shorter than the layer is thick.

The first approximation is equipartition. Let $x=\hbar vQ/k_BT$, so that $N=1/(e^x-1)$. If the phonon energy can be dropped from energy conservation, absorption and emission reach the same final states and their strengths add:

$$2N+1=\frac{e^x+1}{e^x-1}=\coth\frac x2=\frac2x\left(1+\frac{x^2}{12}+\dots\right). \qquad (4)$$

The separate expansions are $N\approx1/x-1/2$ and $N+1\approx1/x+1/2$. Keeping only $1/x$ in either one makes a first-order relative error, and the two errors cancel in the sum. A thermal oscillator diagonalized numerically at $x=0.5$ has a position variance $0.0207$ above the classical value, as a fraction of that value; $x^2/12$ is $0.0208$.

Keeping the leading term of (4) in the sum of the two expressions (2) gives

$$\frac{D^2\hbar Q}{2\rho Vv}\,\frac{2k_BT}{\hbar vQ}\,|I|^2=\frac{D^2k_BT}{\rho v^2V}\,|I|^2. \qquad (5)$$

Both $Q$ and $\hbar$ have cancelled. A short-wavelength phonon strains the lattice more, but there are fewer of them in proportion. Classical statistics gives the same strain directly: the elastic energy of a mode, $\tfrac12\rho v^2V\langle|Qu_{\mathbf Q}|^2\rangle$, equals $\tfrac12k_BT$, so the mean-square dilation is $k_BT/(\rho v^2V)$ for every mode.

The sum over $q_z$ now acts on $|I|^2$ alone. Replacing it by $L_z\int dq_z/2\pi$ and writing out the overlap twice,

$$\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I|^2
=\iint dz\,dz'\,\zeta^2(z)\zeta^2(z')\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}
=\int_0^\infty\zeta^4dz,$$

because the inner integral is $\delta(z-z')$. For the Fang–Howard function,

$$\int_0^\infty\zeta^4dz=\frac{b^6}{4}\int_0^\infty z^4e^{-2bz}dz
=\frac{b^6}{4}\,\frac{24}{32b^5}=\frac{3b}{16}. \qquad (6)$$

Integrating (3) directly gives the same value. With $q_z=b\tan\theta$ the integral is $(b/2\pi)\int_{-\pi/2}^{\pi/2}\cos^4\theta\,d\theta=(b/2\pi)(3\pi/8)=3b/16$.

The form factor is an inverse length, and $16/(3b)$ acts as the thickness of the layer. For comparison, the ground state of a hard-walled well of width $a$ has $\zeta^2=(2/a)\sin^2(\pi z/a)$ and form factor $(4/a^2)(3a/8)=3/(2a)$. It scatters as strongly as the Fang–Howard state when $a=8/b$. In both cases a thinner layer scatters more, because it couples to a wider range of $q_z$.

The second approximation is elasticity: the final energy $E'$ is set equal to $E$. The golden rule with (5) and (6) reads

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho v^2A}\,\frac{3b}{16}
\sum_{\mathbf k'}\delta(E'-E).$$

Scattering conserves spin and valley, so each $\mathbf k'$ counts once. With $E'=\hbar^2k'^2/2m$ we have $k'dk'=m\,dE'/\hbar^2$, and

$$\sum_{\mathbf k'}\delta(E'-E)=\frac{A}{(2\pi)^2}\,2\pi\int_0^\infty\frac{m}{\hbar^2}\delta(E'-E)\,dE'=\frac{Am}{2\pi\hbar^2}.$$

The area cancels, the prefactors combine to $(2\pi/\hbar)(m/2\pi\hbar^2)=m/\hbar^3$, and (1) follows. The energy independence has two sources: the two-dimensional density of states is constant, and the thermal strain (5) does not depend on the momentum transferred.

This rate is also the one that relaxes momentum. In the elastic model the transition rate $W(\mathbf k,\mathbf k')$ depends on the energies but not on the angle between the wavevectors. Collisions change the occupation $f_{\mathbf k}$ at the rate $\sum_{\mathbf k'}W[f_{\mathbf k'}(1-f_{\mathbf k})-f_{\mathbf k}(1-f_{\mathbf k'})]$. The products cancel, leaving $\sum_{\mathbf k'}W(f_{\mathbf k'}-f_{\mathbf k})$. Multiply by $\hbar\mathbf k$ and sum over $\mathbf k$. The first term vanishes because $W$ has no angular dependence, and the second gives $-\mathbf P/\tau$, where $\mathbf P$ is the total momentum. In a steady in-plane field $F_\parallel$, the force $eF_\parallel$ per electron balances the loss $m v_d/\tau$, with $v_d$ the drift speed. Hence

$$\mu=\frac{v_d}{F_\parallel}=\frac{e\tau}{m} \qquad (7)$$

within this model, whether or not the electrons are degenerate.

High temperature in the sense of (4) is not sufficient for (1), because an electron cannot emit a phonon of energy greater than its own. Relative to equipartition, an absorption process carries the factor $x/(e^x-1)$, which is below one, and an allowed emission carries $x/(1-e^{-x})$, which is above one. Their average is $(x/2)\coth(x/2)\ge1$. To leading order in the ratio of sound speed to electron speed, a rate below (1) therefore signals blocked emission.

The opposite limit shows how completely the energy independence can be lost. At zero temperature $N=0$ and spontaneous emission remains. Take $2mv^2\ll E\ll\hbar vb$. The first inequality makes $E/\hbar v$ much larger than $k$, so $Q\approx|q_z|$ for most of the phonons that can be emitted; the second makes $|I|^2\approx1$. Emission is possible for $|q_z|<E/\hbar v$, the density of final states is still constant, and (2) gives

$$\frac1{\tau_0}=\frac{m}{\hbar^3}\,\frac{D^2\hbar}{2\rho v}\int_{-E/\hbar v}^{E/\hbar v}|q_z|\frac{dq_z}{2\pi}
=\frac{mD^2E^2}{4\pi\hbar^4\rho v^3}.$$

The rate now grows as $E^2$, and neither $b$ nor $T$ appears in it.

To use (1) one needs $b$. Suppose a uniform field $F$ presses the electron to the interface, with potential energy $eFz$ and mass $m_z$ along $z$. The derivative $\zeta'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$ gives

$$\int_0^\infty\zeta'^2dz=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4},$$

so the trial energy and its minimum are

$$\mathcal E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3eF}{b},\qquad
\frac{\hbar^2b}{4m_z}=\frac{3eF}{b^2}\;\Rightarrow\; b^3=\frac{12m_zeF}{\hbar^2}. \qquad (8)$$

As long as the phonon energy can be neglected, so that (1) holds, the mobility of this mechanism therefore falls as $F^{-1/3}$ at fixed temperature and as $1/T$ at fixed field. An eightfold increase in field halves it.

Consider an undoped silicon film 15 nm thick between two gates, with the interface normal to a cubic axis. The gates supply a field of 0.5 MV/cm, so no channel dopants are needed. The parameters are rough round values: $m=0.2\,m_0$ and $m_z=0.9\,m_0$, with $m_0$ the free-electron mass, $D=10$ eV, $\rho=2300$ kg/m³, $v=9000$ m/s and $T=300$ K. Equation (8) gives

$$b=\left[\frac{12(0.9m_0)e(5\times10^7\ \text{V/m})}{\hbar^2}\right]^{1/3}=1.92\ \text{nm}^{-1}.$$

The mean depth is 1.56 nm, well inside the film, and $3b/16=0.360$ nm$^{-1}$. In SI units the rate is

$$\frac1\tau=\frac{(1.822\times10^{-31})(1.602\times10^{-18})^2(4.142\times10^{-21})}{(1.0546\times10^{-34})^3(2300)(9000)^2}\,(3.601\times10^8)=3.19\times10^{12}\ \text{s}^{-1}.$$

The lifetime is 0.313 ps, and (7) gives $\mu=0.275$ m²/Vs, or about 2750 cm²/Vs.

The elastic approximation can be judged by integrating the golden rule with the phonon energy kept in energy conservation and the full Bose factor in (2). As a test, the sound speed was reduced fifty-fold at fixed $\rho v^2$. At $E=0.2$, 1 and 4 $k_BT$, both the total and the momentum-relaxation rate then agreed with (1) to within 3 parts in $10^6$.

At the real sound speed the characteristic phonon energy $\hbar vb$ is 11.4 meV, against $k_BT=25.9$ meV. The total rate out of a state, with empty final states, is 0.9995 of (1) at $E=k_BT$ and 1.005 at $3k_BT$. At $0.2k_BT$, which is 5.2 meV, it drops to 0.79: many of the phonons that the layer couples to cannot be emitted by so slow an electron. Cooling makes this worse. For an electron with $E=k_BT$ at the same field, the ratio is 0.81 at 77 K and 0.31 at 20 K, so the linear law in $T$ overestimates the rate threefold at 20 K. These ratios are for the trial function. The true ground state of the triangular well couples to a wider range of $q_z$ and gives 0.74, 0.76 and 0.27 of its own elastic rate in place of 0.79, 0.81 and 0.31.

The trial function costs more than the phonon energy does at room temperature. Its energy is 5.9% above the true ground energy of the triangular well, but the true state has a form factor 1.22 times larger. An energy is insensitive to small errors in a variational state, while $\int\zeta^4dz$ has no such protection. Using the true state would lower the mobility to $2754/1.225\approx2250$ cm²/Vs.

The single subband is also a simplification. Silicon has two valleys with the heavy mass along $z$ and four with the light mass along $z$, which form a second ladder of levels. In the triangular well the next level of the first ladder lies 83 meV above the lowest, and the second ladder starts 72 meV above it. At 300 K the lowest subband holds 76% of the electrons, the rest of its ladder 3%, and the second ladder 20%. Equation (1) thus describes the majority of the electrons, not all of them.

A silicon valley also responds to shear, which a single $D$ ignores. If $\theta$ is the angle between $\mathbf Q$ and the valley axis, here $z$, longitudinal phonons couple through $\Xi_d+\Xi_u\cos^2\theta$ and transverse ones through $\Xi_u\sin\theta\cos\theta$. With the rough values $\Xi_d=1$ eV, $\Xi_u=9$ eV and a transverse speed of 5000 m/s, the elastic momentum-relaxation rate is 0.76 of the isotropic one at $E=k_BT$ and 0.58 at $3k_BT$. Since $\Xi_d+\Xi_u=D$, the two models agree for phonons travelling along $z$. Faster electrons exchange larger in-plane momenta, which tilts $\mathbf Q$ away from $z$ and weakens the longitudinal coupling. Transverse phonons, which do not couple at all when $\mathbf Q$ lies along $z$, make up only part of the loss. This trend depends on $\Xi_d$, whose published values differ even in sign: with $\Xi_d=-11.7$ eV and $\Xi_u=9$ eV the longitudinal coupling is stronger in the plane than along $z$, and the rate is 1.01 of the $D=10$ eV value at $k_BT$ and 1.21 at $3k_BT$. The lifetime then depends on energy even in equipartition, so the energy independence of (1) requires the isotropic coupling as well.

Screening depends on the electron density $N_s$, taken as $10^{11}$ cm$^{-2}$. That is 2% of the thermal density of states of the two lowest valleys, so the gas is nondegenerate, and its own field is 3% of the applied one. A thin nondegenerate sheet reduces a static potential by $1+q_s/q$, with $q_s=e^2N_s/(2\bar\epsilon k_BT)$. For $\bar\epsilon$ midway between film and oxide (relative permittivities 12 and 4), $q_s=0.044$ nm$^{-1}$, and the momentum-relaxation rate at $E=k_BT$ falls to 0.87 of its unscreened value. This is an upper estimate of the effect, since it neglects the thickness of the layer and the weaker response at short wavelengths. Because $q_s$ grows with $N_s$, screening cannot be dismissed in a strongly inverted channel.

Phonons that carry an electron to another valley act in the opposite direction. For one such phonon of energy $\hbar\omega_0$ and coupling $D_t$, the factor $DQ$ in the matrix element becomes $D_t$. The valley entered is taken to have the same masses. Averaged over a thermal population, absorption contributes $N_0=1/(e^{\hbar\omega_0/k_BT}-1)$. Emission needs $E>\hbar\omega_0$ and contributes $(N_0+1)e^{-\hbar\omega_0/k_BT}=N_0$. The mean rate is

$$\left\langle\frac1{\tau_t}\right\rangle=\frac{mD_t^2}{2\hbar^2\rho\omega_0}\,\frac{3b}{16}\,2N_0 .$$

For the rough values $\hbar\omega_0=60$ meV and $D_t=100$ eV/nm this mean is 25% of the acoustic rate. It is not a uniform addition, since only electrons with $E>\hbar\omega_0$ can emit.

Two further assumptions are safe here. For an oxide barrier of 3 eV and oxide mass $m_{\rm ox}=0.5\,m_0$, the decay constant in the oxide is $\kappa=\sqrt{2m_{\rm ox}(3\ \text{eV})}/\hbar$. Continuity of $\zeta'/\text{mass}$ gives $\zeta(0)\approx(m_{\rm ox}/m_z)\zeta'(0)/\kappa$, and the probability $\zeta(0)^2/2\kappa$ of finding the electron in the oxide comes out at 0.2% with the trial function. This is an overestimate: the trial value $\zeta'(0)^2=b^3/2$ is three times the exact one for the triangular well, $2m_zeF/\hbar^2=b^3/6$, so the true probability is below 0.1%. The potential drop across the film is 0.75 V, less than the silicon gap of roughly 1.1 eV, so the field does not align valence and conduction states within the film.

Electron mobilities in real silicon channels at room temperature and a comparable field are roughly 400 cm²/Vs, nearly seven times below the result here. The true well state and the intervalley phonon each lower the model's mobility by much less than this factor, screening raises it, and anisotropic coupling raises it for the first pair of deformation potentials above and lowers it modestly for the second, so the effects sized above do not close the gap. Interface roughness, charges in the oxide, the remaining intervalley phonons, scattering between subbands and the change of the phonons near the interfaces have not been sized. Forcing (1) alone to reproduce 400 cm²/Vs would need $D$ larger by $\sqrt{2754/400}\approx2.6$, or about 26 eV. Such a value would absorb the missing mechanisms into a fit and could not be trusted at another temperature or field. The computed values are collected in the numerical output below.

## Table of computed values

```
INPUTS (rough round values)
in-plane mass: 0.2 m0
mass along z: 0.9 m0
deformation potential D: 10 eV
mass density: 2300 kg/m^3
longitudinal sound speed: 9000 m/s
temperature: 300 K
field: 0.5 MV/cm
film thickness: 15 nm
sheet density: 1e+11 cm^-2
RESULTS
thermal energy kT: 25.85 meV
b: 1.921 nm^-1
mean depth 3/b: 1.562 nm
form factor 3b/16: 0.3601 nm^-1
acoustic rate: 3.193 ps^-1
lifetime: 0.3132 ps
acoustic-limited mobility: 2754 cm^2/Vs
TESTS
oscillator variance excess at x=0.5: 0.02072
worst slow-sound deviation from formula: 1.9e-06
NEGLECTED EFFECTS
phonon energy hbar v b: 11.38 meV
full/elastic rate, 300 K, E=0.2 kT: 0.7874
full/elastic rate, 300 K, E=1 kT: 0.9995
full/elastic rate, 300 K, E=3 kT: 1.005
full/elastic rate, 77 K, E=kT: 0.8078
full/elastic rate, 20 K, E=kT: 0.3149
trial energy / true ground energy: 1.059
true-well / trial form factor: 1.225
first subband spacing: 82.77 meV
other ladder offset: 71.99 meV
share in lowest subband: 0.765
share in higher subbands, same ladder: 0.03365
share in other ladder: 0.2014
coupling input Xi_d: 1 eV
coupling input Xi_u: 9 eV
transverse sound speed: 5000 m/s
anisotropic/isotropic rate, E=kT: 0.7578
anisotropic/isotropic rate, E=3kT: 0.583
relative permittivity, film: 12
relative permittivity, oxide: 4
screening wavenumber: 0.04375 nm^-1
screened/unscreened rate, E=kT: 0.8665
intervalley phonon energy: 60 meV
intervalley coupling: 100 eV/nm
intervalley/acoustic mean rate: 0.2463
sheet density / thermal state density: 0.02315
electron field / applied field: 0.03016
oxide barrier: 3 eV
oxide mass: 0.5 m0
probability inside oxide: 0.0022
potential drop across film: 0.75 V
```
